# Dirac 2p splitting in hydrogen-like ions: leading term and its error: a program that tests the result

```python
# Result under test (atomic units, c = 1/alpha, x = Z*alpha < 1, fixed point nucleus):
#   Sommerfeld: E = c^2 [1 + x^2/(n - k + sqrt(k^2 - x^2))^2]^(-1/2), k = |kappa| = j + 1/2
#   Delta = E(2p3/2) - E(2p1/2) = Delta0 [1 + 5x^2/8 + 53x^4/128 + ...], Delta0 = Z^4 alpha^2/32
#   exactly Delta/Delta0 = 8/[(1+g)^2 (a+b)] > 1, g = sqrt(1-x^2),
#   a = sqrt(1-x^2/4) = E(2p3/2)/c^2, b = sqrt((1+g)/2) = E(2p1/2)/c^2.
# kappa = +1 for p1/2, -2 for p3/2, -1 for s1/2. Scaled variables: rho = Z r,
# E - c^2 = Z^2 e, large component P, small component Q = x q.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import fine_structure as alpha, physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.linalg import eigh
from pyscf import gto

mp.mp.dps = 40
EV = physical_constants['Hartree energy in eV'][0]
c = 1/alpha


def sommerfeld(n, k, x):
    """E/c^2 in 40-digit arithmetic."""
    x = mp.mpf(x)
    return 1/mp.sqrt(1 + x**2/(n - k + mp.sqrt(k*k - x*x))**2)


def e_formula(n, k, x):
    return float((sommerfeld(n, k, x) - 1)/mp.mpf(x)**2)


def closed_ratio(x):
    g = np.sqrt(1 - x*x)
    return 8/((1 + g)**2*(np.sqrt(1 - x*x/4) + np.sqrt((1 + g)/2)))


# ---- shooting solution of the radial Dirac equations ----
def mismatch(e, kappa, x):
    x2 = x*x
    g = np.sqrt(kappa*kappa - x2)
    lam = np.sqrt(-e*(2 + x2*e))

    def outward(t, y):          # t = ln rho, factor rho^g removed
        rho = np.exp(t)
        w = e*rho + 1
        return [-(kappa + g)*y[0] + (x2*w + 2*rho)*y[1], (kappa - g)*y[1] - w*y[0]]

    def inward(rho, y):         # factor exp(-lam rho) removed
        w = e + 1/rho
        return [(lam - kappa/rho)*y[0] + (x2*w + 2)*y[1], (lam + kappa/rho)*y[1] - w*y[0]]

    y0 = [x2/(g + kappa), 1.0] if kappa > 0 else [1.0, -1/(g - kappa)]
    opt = dict(method='DOP853', rtol=1e-12, atol=1e-16)
    yo = solve_ivp(outward, [np.log(1e-6), np.log(4.0)], y0, **opt).y[:, -1]
    yi = solve_ivp(inward, [90.0, 4.0], [1.0, -lam/(2 + x2*e)], **opt).y[:, -1]
    return (yo[0]*yi[1] - yo[1]*yi[0])/(np.hypot(*yo)*np.hypot(*yi))


def shoot(kappa, x, lo, hi):
    return brentq(mismatch, lo, hi, args=(kappa, x), xtol=1e-12)


shot_split = {}
for Z in (10, 50, 80, 120):
    x = Z*alpha
    e_half, e_three = shoot(1, x, -0.25, -0.09), shoot(-2, x, -0.25, -0.09)
    assert abs(e_half - e_formula(2, 1, x)) < 1e-9
    assert abs(e_three - e_formula(2, 2, x)) < 1e-9
    shot_split[Z] = Z*Z*(e_three - e_half)
    assert abs(shot_split[Z]/(Z**4*alpha**2/32)/closed_ratio(x) - 1) < 1e-5
x = 80*alpha
for n, kappa, lo, hi in ((1, -1, -0.8, -0.25), (2, -1, -0.25, -0.09),
                         (3, 1, -0.08, -0.045), (3, 2, -0.08, -0.045)):
    assert abs(shoot(kappa, x, lo, hi) - e_formula(n, abs(kappa), x)) < 1e-9
signs = [np.sign(mismatch(e, 1, x)) for e in (-0.8, -0.65, -0.5, -0.35, -0.25)]
assert abs(sum(signs)) == 5      # no n = 1 level for kappa = +1
x = 10*alpha
slope = (shot_split[10]/(10**4*alpha**2/32) - 1)/x**2 - 53/128*x**2
assert abs(slope - 5/8) < 2e-3

# ---- four-component Dirac matrix, kinetically balanced Gaussian p basis ----
Zb = 50
mol = gto.M(atom='Sn 0 0 0', charge=Zb - 1, spin=1, verbose=0,
            basis={'Sn': [[1, [0.002*Zb**2*2.0**i, 1.0]] for i in range(26)]})
S = mol.intor('int1e_ovlp_spinor')
T = 0.5*mol.intor('int1e_spsp_spinor')
V = mol.intor('int1e_nuc_spinor')
W = mol.intor('int1e_spnucsp_spinor')
O = np.zeros_like(S)
H4 = np.block([[V, T], [T, W/(4*c*c) - T]])
S4 = np.block([[S, O], [O, T/(2*c*c)]])
d = 1/np.sqrt(S4.diagonal().real)
ev = eigh(H4*np.outer(d, d), S4*np.outer(d, d), eigvals_only=True)
ev = ev[ev > -c*c]
assert np.ptp(ev[:2]) < 1e-3 and np.ptp(ev[2:6]) < 1e-3 and ev[6] - ev[5] > 50
assert abs(ev[0]/(Zb**2*e_formula(2, 1, Zb*alpha)) - 1) < 1e-4
basis_split = ev[2] - ev[0]
assert abs(basis_split/(Zb**4*alpha**2/32)/closed_ratio(Zb*alpha) - 1) < 2e-3  # finite basis


# ---- power series (lengths in units of 1/c, energy w = E/c^2) ----
def coefficients(w, kappa, x, M):
    g = mp.sqrt(kappa**2 - x*x)
    A, B = 1 + w, 1 - w
    lam = mp.sqrt(A*B)
    a, b = [mp.mpf(1)], [(g + kappa)/x]
    for m in range(1, M + 1):
        r1, r2 = lam*a[-1] + A*b[-1], lam*b[-1] + B*a[-1]
        D = m*(2*g + m)
        a.append(((g + m - kappa)*r1 + x*r2)/D)
        b.append(((g + m + kappa)*r2 - x*r1)/D)
    return g, A, B, lam, a, b


def residual(N, kappa, x, r):
    g, A, B, lam, a, b = coefficients(sommerfeld(N + abs(kappa), abs(kappa), x), kappa, x, N)
    P = lambda t: mp.exp(-lam*t)*t**g*mp.polyval(a[::-1], t)
    Q = lambda t: mp.exp(-lam*t)*t**g*mp.polyval(b[::-1], t)
    r1 = mp.diff(P, r) + kappa*P(r)/r - (A + x/r)*Q(r)
    r2 = mp.diff(Q, r) - kappa*Q(r)/r - (B - x/r)*P(r)
    return (abs(r1) + abs(r2))/(abs(P(r)) + abs(Q(r)))


xm = mp.mpf(80)*mp.mpf(alpha)
for N, kappa in ((1, 1), (0, -2), (1, -1), (0, -1), (2, 2), (3, -2)):
    for r in (0.3, 2.5, 11):
        assert residual(N, kappa, xm, mp.mpf(r)) < 1e-20
assert residual(0, 1, xm, mp.mpf(2.5)) > 1e-2       # N = 0 fails for kappa > 0
g_, A_, B_, lam_, a_, b_ = coefficients(mp.mpf('0.96'), 1, xm, 2000)
assert abs(2000*a_[-1]/a_[-2]/(2*lam_) - 1) < 5e-3  # correction is O(1/m)

# ---- symbolic Taylor coefficients in s = x^2 ----
s, n_, k_, rho = sp.symbols('s n k rho', positive=True)
R = sp.Rational
Wsym = (1 + s/(n_ - k_ + sp.sqrt(k_**2 - s))**2)**R(-1, 2)
assert sp.simplify(sp.diff(Wsym, s).subs(s, 0) + 1/(2*n_**2)) == 0
assert sp.simplify(sp.diff(Wsym, s, 2).subs(s, 0)/2 + (n_/k_ - R(3, 4))/(2*n_**4)) == 0


def taylor(f, order):
    out = []
    for m in range(order + 1):
        out.append(sp.simplify(f.subs(s, 0)/sp.factorial(m)))
        if m < order:
            f = sp.diff(f, s)
    return out


ta = taylor(Wsym.subs({n_: 2, k_: 2}), 4)
tb = taylor(Wsym.subs({n_: 2, k_: 1}), 4)
tu = taylor((1 - sp.sqrt(1 - s))/2, 4)
td = [p - q for p, q in zip(ta, tb)]
assert ta == [1, R(-1, 8), R(-1, 128), R(-1, 1024), R(-5, 32768)]
assert tu == [0, R(1, 4), R(1, 16), R(1, 32), R(5, 256)]
assert td == [0, 0, R(1, 32), R(5, 256), R(53, 4096)]

# ---- first-order shift from eliminating the small component, 2p function ----
P0 = rho**2*sp.exp(-rho/2)
norm = sp.integrate(P0**2, (rho, 0, sp.oo))
w0 = R(-1, 8) + 1/rho
mean = lambda f: sp.integrate(sp.expand(f), (rho, 0, sp.oo))/norm
inv3, w2 = mean(P0**2/rho**3), mean(P0**2*w0**2)
shift = {}
for kappa in (1, -2):
    DP = sp.diff(P0, rho) + kappa*P0/rho
    shift[kappa] = mean(P0*(sp.diff(w0*DP, rho) - kappa*w0*DP/rho))/4
    assert shift[kappa] == -w2/2 - R(kappa + 1, 4)*inv3
assert inv3 == R(1, 24) and shift[1] == tb[2] and shift[-2] == ta[2]

# ---- closed forms against the Sommerfeld difference ----
ratios = []
for Z in range(1, 138):
    x = Z*alpha
    diff = sommerfeld(2, 2, x) - sommerfeld(2, 1, x)
    ratios.append(float(32*diff/mp.mpf(x)**4))
    assert abs(ratios[-1]/closed_ratio(x) - 1) < 1e-12
    assert abs(float(sommerfeld(2, 2, x)) - np.sqrt(1 - x*x/4)) < 1e-13
    assert abs(float(sommerfeld(2, 1, x)) - np.sqrt((1 + np.sqrt(1 - x*x))/2)) < 1e-13
ratios = np.array(ratios)
assert ratios[0] > 1 and np.all(np.diff(ratios) > 0) and ratios[-1] < closed_ratio(1.0)
errors = 1 - 1/ratios

# ---- output ----
print(f"alpha = {alpha:.10e}, 1/alpha = {c:.6f} (dimensionless)")
print(f"1 hartree = {EV:.6f} eV")
print(f"alpha^2/32 hartree = {alpha**2/32*EV:.6e} eV")
print("coefficients of x^0,x^2,..,x^8 in a:", ta)
print("coefficients of x^0,x^2,..,x^8 in b:", tb)
print("coefficients of x^0,x^2,..,x^8 in u:", tu)
print("coefficients of x^0,x^2,..,x^8 in a-b:", td)
print("coefficients of x^2, x^4 in Delta/Delta0:", td[3]/td[2], td[4]/td[2])
print(f"2p averages (scaled): <rho^-3> = {inv3}, <w^2> = {w2}")
print(f"first-order shifts (Z^4 alpha^2 hartree): 2p1/2 {shift[1]}, 2p3/2 {shift[-2]}")
for Z in (10, 50, 80):
    x = Z*alpha
    g = np.sqrt(1 - x*x)
    d0 = Z**4*alpha**2/32
    ratio = closed_ratio(x)
    dex = d0*ratio
    t1, t2 = float(td[3]/td[2])*x**2, float(td[4]/td[2])*x**4
    print(f"--- Z = {Z} ---")
    print(f"x = {x:.7f}, x^2 = {x*x:.7f}, g = {g:.8f} (dimensionless)")
    print(f"a = {np.sqrt(1 - x*x/4):.10f}, b = {np.sqrt((1 + g)/2):.10f} (dimensionless)")
    print(f"E-c^2: 2p1/2 {Z*Z*e_formula(2, 1, x)*EV:.5f} eV, 2p3/2 {Z*Z*e_formula(2, 2, x)*EV:.5f} eV")
    print(f"leading Delta0 = {d0*EV:.6g} eV = {d0:.6g} hartree")
    print(f"exact Delta = {dex*EV:.6g} eV = {dex:.6g} hartree")
    print(f"Delta by numerical shooting = {shot_split[Z]*EV:.6g} eV")
    print(f"Delta0 - Delta = {(d0 - dex)*EV:.5g} eV, Delta/Delta0 = {ratio:.6f}")
    print(f"relative error of leading term = {100*(1/ratio - 1):.4f} %")
    print(f"5x^2/8 = {t1:.6f}, 53x^4/128 = {t2:.6f}, estimate -5x^2/8 = {-100*t1:.4f} %")
    print(f"two terms: {d0*(1 + t1)*EV:.6g} eV, error {100*((1 + t1)/ratio - 1):.4g} %")
    print(f"three terms: {d0*(1 + t1 + t2)*EV:.6g} eV, error {100*((1 + t1 + t2)/ratio - 1):.4g} %")
print("--- checks and limits ---")
print(f"Z = {Zb} Delta from four-component Gaussian basis = {basis_split*EV:.5g} eV")
print(f"x^2 coefficient recovered from shooting at Z = 10: {slope:.4f}")
print(f"first Z with |error| > 1 %: {1 + int(np.argmax(errors > 0.01))}")
print(f"first Z with |error| > 10 %: {1 + int(np.argmax(errors > 0.10))}")
print(f"Delta/Delta0 in the limit x -> 1: {closed_ratio(1.0):.4f}")
print("verified")
```

It prints:

```
alpha = 7.2973525643e-03, 1/alpha = 137.035999 (dimensionless)
1 hartree = 27.211386 eV
alpha^2/32 hartree = 4.528260e-05 eV
coefficients of x^0,x^2,..,x^8 in a: [1, -1/8, -1/128, -1/1024, -5/32768]
coefficients of x^0,x^2,..,x^8 in b: [1, -1/8, -5/128, -21/1024, -429/32768]
coefficients of x^0,x^2,..,x^8 in u: [0, 1/4, 1/16, 1/32, 5/256]
coefficients of x^0,x^2,..,x^8 in a-b: [0, 0, 1/32, 5/256, 53/4096]
coefficients of x^2, x^4 in Delta/Delta0: 5/8 53/128
2p averages (scaled): <rho^-3> = 1/24, <w^2> = 7/192
first-order shifts (Z^4 alpha^2 hartree): 2p1/2 -5/128, 2p3/2 -1/128
--- Z = 10 ---
x = 0.0729735, x^2 = 0.0053251, g = 0.99733388 (dimensionless)
a = 0.9993341364, b = 0.9993332473 (dimensionless)
E-c^2: 2p1/2 -340.70995 eV, 2p3/2 -340.25561 eV
leading Delta0 = 0.452826 eV = 0.016641 hartree
exact Delta = 0.454338 eV = 0.0166966 hartree
Delta by numerical shooting = 0.454338 eV
Delta0 - Delta = -0.0015124 eV, Delta/Delta0 = 1.003340
relative error of leading term = -0.3329 %
5x^2/8 = 0.003328, 53x^4/128 = 0.000012, estimate -5x^2/8 = -0.3328 %
two terms: 0.454333 eV, error -0.001175 %
three terms: 0.454338 eV, error -4.471e-06 %
--- Z = 50 ---
x = 0.3648676, x^2 = 0.1331284, g = 0.93105940 (dimensionless)
a = 0.9832181363, b = 0.9826137095 (dimensionless)
E-c^2: 2p1/2 -8884.37622 eV, 2p3/2 -8575.51476 eV
leading Delta0 = 283.016 eV = 10.4007 hartree
exact Delta = 308.861 eV = 11.3504 hartree
Delta by numerical shooting = 308.861 eV
Delta0 - Delta = -25.845 eV, Delta/Delta0 = 1.091321
relative error of leading term = -8.3679 %
5x^2/8 = 0.083205, 53x^4/128 = 0.007338, estimate -5x^2/8 = -8.3205 %
two terms: 306.565 eV, error -0.7436 %
three terms: 308.642 eV, error -0.07119 %
--- Z = 80 ---
x = 0.5837882, x^2 = 0.3408087, g = 0.81190599 (dimensionless)
a = 0.9564506432, b = 0.9518156300 (dimensionless)
E-c^2: 2p1/2 -24622.16253 eV, 2p3/2 -22253.67563 eV
leading Delta0 = 1854.78 eV = 68.1617 hartree
exact Delta = 2368.49 eV = 87.0403 hartree
Delta by numerical shooting = 2368.49 eV
Delta0 - Delta = -513.71 eV, Delta/Delta0 = 1.276967
relative error of leading term = -21.6894 %
5x^2/8 = 0.213005, 53x^4/128 = 0.048094, estimate -5x^2/8 = -21.3005 %
two terms: 2249.85 eV, error -5.009 %
three terms: 2339.06 eV, error -1.243 %
--- checks and limits ---
Z = 50 Delta from four-component Gaussian basis = 308.86 eV
x^2 coefficient recovered from shooting at Z = 10: 0.6250
first Z with |error| > 1 %: 18
first Z with |error| > 10 %: 55
Delta/Delta0 in the limit x -> 1: 5.0854
verified
```
